# Spontaneous localization of a two-site electron coupled to an antisymmetric oscillator: a program that tests the result

```python
"""
Result under test: one electron on two equivalent sites, coupled to an
antisymmetric oscillator coordinate x,
    H = -t*sigma_x - A*x*sigma_z + K*x^2/2 + P^2/(2M),
localizes on the lower adiabatic surface when lam = A^2/(K*t) > 1, with minima
    x = +x0 and -x0,  x0 = (A/K)*sqrt(1 - 1/lam^2).
t: transfer energy (eV); A: coupling (eV/angstrom); K: stiffness
(eV/angstrom^2); M: oscillator mass (u); sigma_z = +1: electron on site 1.
The surfaces are computed by diagonalization, and the finite-mass behaviour by
diagonalizing the full Hamiltonian in an oscillator basis.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

transfer = 0.25
stiffness = 10.0
coupling = 2.5
mass_u = 16.0
bias = 1.0e-3

sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
sigma_z = np.diag([1.0, -1.0])


def surfaces(x, a):
    """Both adiabatic energies at each x, by numerical diagonalization."""
    x = np.atleast_1d(np.asarray(x, dtype=float))
    matrices = -transfer * sigma_x - a * x[:, None, None] * sigma_z
    return np.linalg.eigvalsh(matrices) + 0.5 * stiffness * x[:, None] ** 2


def lower(x, a):
    return surfaces(x, a)[0, 0]


def imbalance(x, a):
    """Occupation of site 1 minus site 2 in the lower electronic state."""
    vectors = np.linalg.eigh(-transfer * sigma_x - a * x * sigma_z)[1]
    return vectors[:, 0] @ sigma_z @ vectors[:, 0]


def local_minima(x, energy):
    inside = (energy[1:-1] < energy[:-2]) & (energy[1:-1] < energy[2:])
    return x[1:-1][inside]


def positive_minimum(a):
    found = minimize_scalar(lambda x: lower(x, a), bounds=(1e-3, 1.0),
                            method="bounded", options={"xatol": 1e-10})
    return found.x


def x0_formula(a):
    lam_a = a**2 / (stiffness * transfer)
    return a / stiffness * np.sqrt(1 - 1 / lam_a**2) if lam_a > 1 else 0.0


# Threshold from the numerically computed curvature at x = 0.
def curvature(x, a, h=1e-3):
    return (lower(x + h, a) - 2 * lower(x, a) + lower(x - h, a)) / h**2


critical_coupling = brentq(lambda a: curvature(0.0, a), 0.5, 3.0)
assert abs(critical_coupling - np.sqrt(stiffness * transfer)) < 1e-4

# Number and position of minima on both sides of the threshold.
grid = np.arange(-2000, 2001) * 5e-4
scan = []
for a in (1.5, 1.6, 2.0, 2.5):
    energies = surfaces(grid, a)
    minima = local_minima(grid, energies[:, 0])
    upper_minima = local_minima(grid, energies[:, 1])
    assert len(upper_minima) == 1 and abs(upper_minima[0]) < 1e-12
    if a < critical_coupling:
        assert len(minima) == 1 and abs(minima[0]) < 1e-12
        position = abs(minima[0])
    else:
        assert len(minima) == 2
        position = positive_minimum(a)
        assert np.allclose(np.sort(minima), [-position, position], atol=6e-4)
    assert abs(position - x0_formula(a)) < 1e-5
    scan.append((a, a**2 / (stiffness * transfer), len(minima), position))

# At threshold the leading energy rise is quartic.
a_c = np.sqrt(stiffness * transfer)
x_small = 0.01
quartic_rise = lower(x_small, a_c) - lower(0.0, a_c)
assert np.isclose(quartic_rise, a_c**4 * x_small**4 / (8 * transfer**3),
                  rtol=0.01)

# Properties of the displaced minima in the worked example.
lam = coupling**2 / (stiffness * transfer)
x_min = positive_minimum(coupling)
e_min = lower(x_min, coupling)
e_center = lower(0.0, coupling)
barrier = e_center - e_min
s_min = imbalance(x_min, coupling)
gap = np.diff(surfaces(x_min, coupling)[0])[0]
elastic = 0.5 * stiffness * x_min**2
electronic = e_min - elastic
k_min = curvature(x_min, coupling)
k_center = curvature(0.0, coupling)
assert abs(lower(-x_min, coupling) - e_min) < 1e-12
assert abs(imbalance(-x_min, coupling) + s_min) < 1e-10
assert abs(s_min - np.sqrt(1 - 1 / lam**2)) < 1e-6
assert abs(stiffness * x_min - coupling * s_min) < 1e-5
assert abs(e_min + coupling**2 / (2 * stiffness)
           + stiffness * transfer**2 / (2 * coupling**2)) < 1e-9
assert abs(barrier - transfer * (lam - 1)**2 / (2 * lam)) < 1e-9
assert abs(gap - 2 * coupling**2 / stiffness) < 1e-6
assert abs(k_min - stiffness * (1 - 1 / lam**2)) < 1e-3
assert abs(k_center - stiffness * (1 - lam)) < 2e-3


# Full quantum problem with oscillator kinetic energy.
def quantum(mass, site_bias=0.0, size=300):
    k_si = stiffness * const.e / const.angstrom**2
    m_si = mass * const.atomic_mass
    omega = np.sqrt(k_si / m_si)
    quantum_energy = const.hbar * omega / const.e
    zero_point = np.sqrt(const.hbar / (2 * m_si * omega)) / const.angstrom
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    x_op = zero_point * (ladder + ladder.T)
    unit = np.eye(size)
    h = (np.kron(np.eye(2), np.diag(quantum_energy * (np.arange(size) + 0.5)))
         - transfer * np.kron(sigma_x, unit)
         - coupling * np.kron(sigma_z, x_op)
         - 0.5 * site_bias * np.kron(sigma_z, unit))
    levels, states = np.linalg.eigh(h)
    ground = states[:, 0]
    x_full = np.kron(np.eye(2), x_op)
    x_ground = x_full @ ground
    return (quantum_energy, levels, ground @ x_ground,
            np.sqrt(x_ground @ x_ground))


splittings = []
for mass in (8.0, 16.0, 32.0):
    result = quantum(mass)
    splittings.append((mass, result[1][1] - result[1][0]))
    assert abs(result[2]) < 1e-6
    if mass == mass_u:
        hw, levels, mean_x, rms_x = result
assert splittings[0][1] > 2 * splittings[1][1] > 4 * splittings[2][1] > 0
smaller = quantum(mass_u, size=220)[1]
assert abs((smaller[1] - smaller[0]) - splittings[1][1]) < 1e-10
ground_height = levels[0] - e_min
assert 0 < ground_height < barrier

# A weak bias selects one well; its displacement approaches x0 for heavy M.
biased = [(m, quantum(m, bias)[2]) for m in (16.0, 64.0, 256.0)]
deviations = [abs(x - x0_formula(coupling)) for _, x in biased]
assert deviations[0] > deviations[1] > deviations[2]
assert deviations[2] < 0.01 * x0_formula(coupling)

print(f"transfer energy t = {transfer:.3f} eV")
print(f"stiffness K = {stiffness:.2f} eV/angstrom^2")
print(f"coupling A = {coupling:.2f} eV/angstrom")
print(f"oscillator mass M = {mass_u:.1f} u")
print(f"lambda = {lam:.4f} (dimensionless)")
print(f"critical coupling = {critical_coupling:.4f} eV/angstrom")
print(f"minima at x = +/- {x_min:.5f} angstrom")
print(f"site imbalance at +x0 = {s_min:.5f} (dimensionless)")
print(f"site 1 occupation at +x0 = {(1 + s_min) / 2:.5f}")
print(f"site 2 occupation at +x0 = {(1 - s_min) / 2:.5f}")
print(f"elastic energy at minimum = {elastic:.5f} eV")
print(f"electronic energy at minimum = {electronic:.5f} eV")
print(f"total energy at minimum = {e_min:.5f} eV")
print(f"total energy at x=0 = {e_center:.5f} eV")
print(f"barrier = {barrier:.5f} eV")
print(f"vertical excitation at minimum = {gap:.5f} eV")
print(f"curvature at minimum = {k_min:.3f} eV/angstrom^2")
print(f"curvature at x=0 = {k_center:.2f} eV/angstrom^2")
for a, lam_a, count, position in scan:
    print(f"scan: A = {a:.2f} eV/angstrom, lambda = {lam_a:.3f}, "
          f"minima = {count}, |x| = {position:.4f} angstrom")
print(f"oscillator quantum = {hw:.5f} eV")
print(f"oscillator quantum / (2t) = {hw / (2 * transfer):.4f}")
print(f"quantum ground level above well bottom = {ground_height:.5f} eV")
print(f"unbiased |mean x| below 1e-6 angstrom: {abs(mean_x) < 1e-6}")
print(f"unbiased rms x = {rms_x:.4f} angstrom")
for mass, split in splittings:
    print(f"tunnel splitting, M = {mass:.0f} u: {split:.3e} eV")
print(f"site bias = {bias:.1e} eV")
for mass, x_mean in biased:
    print(f"biased mean x, M = {mass:.0f} u: {x_mean:.5f} angstrom")
print("no test failed")
```

Running it gives:

```
transfer energy t = 0.250 eV
stiffness K = 10.00 eV/angstrom^2
coupling A = 2.50 eV/angstrom
oscillator mass M = 16.0 u
lambda = 2.5000 (dimensionless)
critical coupling = 1.5811 eV/angstrom
minima at x = +/- 0.22913 angstrom
site imbalance at +x0 = 0.91652 (dimensionless)
site 1 occupation at +x0 = 0.95826
site 2 occupation at +x0 = 0.04174
elastic energy at minimum = 0.26250 eV
electronic energy at minimum = -0.62500 eV
total energy at minimum = -0.36250 eV
total energy at x=0 = -0.25000 eV
barrier = 0.11250 eV
vertical excitation at minimum = 1.25000 eV
curvature at minimum = 8.400 eV/angstrom^2
curvature at x=0 = -15.00 eV/angstrom^2
scan: A = 1.50 eV/angstrom, lambda = 0.900, minima = 1, |x| = 0.0000 angstrom
scan: A = 1.60 eV/angstrom, lambda = 1.024, minima = 2, |x| = 0.0344 angstrom
scan: A = 2.00 eV/angstrom, lambda = 1.600, minima = 2, |x| = 0.1561 angstrom
scan: A = 2.50 eV/angstrom, lambda = 2.500, minima = 2, |x| = 0.2291 angstrom
oscillator quantum = 0.05111 eV
oscillator quantum / (2t) = 0.1022
quantum ground level above well bottom = 0.02316 eV
unbiased |mean x| below 1e-6 angstrom: True
unbiased rms x = 0.2316 angstrom
tunnel splitting, M = 8 u: 6.097e-04 eV
tunnel splitting, M = 16 u: 4.976e-05 eV
tunnel splitting, M = 32 u: 1.488e-06 eV
site bias = 1.0e-03 eV
biased mean x, M = 16 u: 0.22516 angstrom
biased mean x, M = 64 u: 0.22756 angstrom
biased mean x, M = 256 u: 0.22840 angstrom
no test failed
```
